# Diverging Polarizability of the Neutral Thomas-Fermi Atom, Finite for Its Ions

Put a neutral Thomas-Fermi atom in a weak uniform field, let its charge respond inside a ball of radius $R$, and read off the dipole polarizability. For nuclear charge 50 the answer is about $436$ bohr³ at $R=10$ bohr and about $4.9\times10^5$ bohr³ at $R=100$ bohr. A larger ball does not refine the number, because there is no finite number to converge to. For a positive ion the same equations give a definite value. The theorem below states both facts.

## Setting and statement

Hartree atomic units are used. A point nucleus of charge $Z$ is fixed at the origin, there are $N$ electrons, and $q=Z-N\ge 0$. Let $\phi$ be the electrostatic potential, $\mu$ the chemical potential and $\Phi=\phi+\mu$. The Thomas-Fermi density is

$$n=\frac{(2\Phi)^{3/2}}{3\pi^2}\ \ (\Phi>0),\qquad n=0\ \ (\Phi\le 0).$$

This is a mean-field model without exchange, correlation or gradient terms. Electrons have charge $-1$, so away from the nucleus $\nabla^2\phi=4\pi n$.

A field $F$ along $z$ adds $-Fz$ to the potential. The dipole moment about the nucleus is $p=-\int z\,\delta n\,d^3r=\alpha F$ to first order in $F$. For the neutral atom let $\alpha(R)$ be the polarizability when $\delta n$ is allowed only in $r<R$; the unperturbed density is left as it is.

**Theorem.** Take the spherical unperturbed solution.

(a) For $q=0$, $\alpha(R)$ increases with $R$ and $\alpha(R)/R^3\to\tfrac12$. Hence the free neutral atom has no finite linear polarizability.

(b) For $0<q<Z$ the density ends at a finite radius $R$, and

$$\alpha=3\int_0^R r^2\left[1-\frac{q^2}{Q(r)^2}\right]dr,\qquad 0<\alpha<R^3,$$

where $Q(r)=Z-\int_0^r4\pi s^2n(s)\,ds$ is the total charge inside $r$.

The limit $F\to0$ is taken first, at fixed $R$.

## Lemma 1: the neutral tail

*For $q=0$, $\phi\to 81\pi^2/(8r^4)$ and $\phi'\to-81\pi^2/(2r^5)$ at large $r$.*

**Proof.** Here $\mu=0$. Write $\Phi=Z\chi(x)/r$ with $r=bx$. Since $\nabla^2\Phi=(r\Phi)''/r$, Poisson's equation reads

$$\frac{Z\chi''}{b^3x}=\frac{8\sqrt2}{3\pi}\left(\frac{Z\chi}{bx}\right)^{3/2}.$$

The choice $b^3=9\pi^2/(128Z)$ removes all constants: $\chi''=\chi^{3/2}/\sqrt x$. The neutral solution is positive, with $\chi(0)=1$ and $\chi(\infty)=0$.

A trial power $Ax^{-m}$ requires $m+2=\tfrac32m+\tfrac12$, so $m=3$, and then $12=\sqrt A$, so $A=144$. To show that the neutral solution approaches this power, first consider $d=\chi-144/x^3$. It tends to $-\infty$ at the origin and to zero at infinity. If it were positive anywhere it would have a positive maximum, where $d''\le0$; but $d''>0$ wherever $d>0$. Hence $\chi\le144/x^3$.

Now set $\chi=144x^{-3}g(\tau)$, $\tau=\ln x$, so that $0<g\le1$. Substitution gives

$$g''-7g'=-12g(1-\sqrt g)\le0,$$

that is, $(e^{-7\tau}g')'\le0$. If $g'$ were negative at some point, $g'\le-ce^{7\tau}$ would hold beyond it and $g$ would become negative. So $g'\ge0$, and $g$ rises to a limit. The decreasing quantity $e^{-7\tau}g'$ tends to zero, since otherwise $g$ would be unbounded. Integrating from $\tau$ to infinity,

$$g'(\tau)=e^{7\tau}\int_\tau^\infty 12g(1-\sqrt g)\,e^{-7s}ds.$$

If the limit of $g$ were below 1, $g'$ would stay above a positive constant, which is impossible. Thus $g\to1$, and the same formula gives $g'\to0$.

Therefore $\phi\to144Zb^3/r^4=81\pi^2/(8r^4)$, and $g'\to0$ allows this to be differentiated. $\square$

The approach is slow. With $g=1-h$ and small $h$, the equation becomes $h''-7h'-6h=0$, whose decaying solution is $h\propto x^{-\sigma}$ with $\sigma=(\sqrt{73}-7)/2\approx0.772$.

## Lemma 2: the dipole equation and its two solutions

Let the total change of potential be $\delta\phi=u(r)\cos\theta$. Keeping $N$ fixed requires $\int\kappa(\delta\phi+\delta\mu)\,d^3r=0$, where

$$\kappa=\frac{dn}{d\Phi}=\frac{\sqrt{2\Phi}}{\pi^2}.$$

The angular average of $\delta\phi$ is zero, so $\delta\mu=0$ to first order and $\delta n=\kappa\,\delta\phi$. Poisson's equation gives

$$u''+\frac{2u'}r-\frac{2u}{r^2}=\frac{P(r)}{r^2}\,u,\qquad P=4\pi\kappa r^2=\frac{4r^2}{\pi}\sqrt{2\Phi}.$$

In the neutral tail $\sqrt{2\Phi}\to9\pi/(2r^2)$, so $P\to18$. A power $r^s$ then satisfies $s(s+1)-2=18$, or

$$(s-4)(s+5)=0.$$

The asymptotes are $r^4$ and $r^{-5}$. A uniform field would need $s=1$, which is not available: the tail screens at every distance.

*One solution is $v=\phi'(r)$. The solution regular at the nucleus is, up to a factor,*

$$u_0(r)=v(r)\,w(r),\qquad w(r)=\int_0^r\frac{ds}{s^2v(s)^2}.$$

**Proof.** Differentiating $\phi''+2\phi'/r=4\pi n$ gives $v''+2v'/r-2v/r^2=4\pi\kappa v$, the dipole equation. Physically, $v\cos\theta$ is the change of potential when the whole atom, nucleus included, is displaced. Near the nucleus $v\simeq-Z/r^2$, so this solution is excluded when the nucleus is fixed.

Insert $u=vw$. The terms proportional to $w$ cancel because $v$ is a solution, leaving

$$vw''+2v'w'+\frac{2vw'}r=0.$$

Multiplication by $r^2v$ turns this into $(r^2v^2w')'=0$. Taking the constant equal to one and $w(0)=0$ gives the stated $w$. Near the nucleus $w\simeq r^3/(3Z^2)$ and $u_0\simeq-r/(3Z)$, which is regular. $\square$

For the neutral atom $v\simeq-K/r^5$ with $K=81\pi^2/2$. Then $w\simeq r^9/(9K^2)$ and $u_0\simeq-r^4/(9K)$. The $r^{-5}$ solution is thus the translation mode, and the regular solution necessarily grows as $r^4$.

## Lemma 3: matching at $R$

*Let $L=Ru'(R)/u(R)$ for the regular solution. If charge responds only inside $R$,*

$$\alpha(R)=R^3\,\frac{L-1}{L+2},\qquad \frac{d\alpha}{dR}=\frac{3R^2P(R)}{(L+2)^2}.$$

**Proof.** Outside, $u=-Fr+p/r^2=-F(r-\alpha/r^2)$. There is no surface layer of charge, so $u$ and $u'$ are continuous. With $a=\alpha/R^3$,

$$L=\frac{1+2a}{1-a}\ \Rightarrow\ L-1=a(L+2).$$

For the derivative, use the dipole equation in the form $r^2u''/u=2+P-2L$:

$$r\frac{dL}{dr}=L+\frac{r^2u''}u-L^2=2+P-L-L^2.$$

Since $\alpha=R^3[1-3/(L+2)]$,

$$R\frac{d\alpha}{dR}=\frac{3R^3}{(L+2)^2}\left[(L-1)(L+2)+2+P-L-L^2\right].$$

The bracket equals $P$, because $(L-1)(L+2)=L^2+L-2$. Finally $L>0$: choose the sign so that $u>0$ near the origin; then $(r^2u')'=(2+P)u>0$, and $u$ keeps growing. The denominator therefore never vanishes. $\square$

## Proof of the theorem

**(a) Neutral atom.** Here $P>0$ at every $r$, so $\alpha(R)$ increases. In the tail Poisson's equation gives $v'=4\pi n-2v/r\simeq(3K+2K)/r^6$, so $Rv'/v\to-5$, while $Rw'/w=1/(Rv^2w)\to9$. By Lemma 2 the regular solution has

$$L=\frac{Rv'}v+\frac{Rw'}w\to-5+9=4.$$

Lemma 3 gives $\alpha(R)/R^3\to(4-1)/(4+2)=\tfrac12$. With no outer limit on the response, the regular solution $r^4$ cannot be joined to $-Fr+p/r^2$ at all. $\square$

**(b) Ion.** First, the radius is finite. The enclosed charge is at least $q$, so $\phi\ge q/r$. If $\mu\ge0$, then $n\ge(2q/r)^{3/2}/(3\pi^2)$, whose integral over space diverges. Hence $\mu<0$, and since $\phi$ falls monotonically from $+\infty$ to zero, $\Phi$ vanishes at one finite radius $R$. At the edge $\Phi(R)=0$, hence $n(R)=0$. The field moves the edge by a distance of order $F$. In that layer the density is of order $F^{3/2}$, so the charge missed there by linearization is of order $F^{5/2}$. Further inside, the neglected terms begin at order $F^2$. Neither contribution affects $\alpha$, which is defined by the first order in $F$. Outside there is vacuum, and Lemma 3 applies at the physical edge.

Gauss's law gives $v=-Q/r^2$, so $v(R)=-q/R^2$ and

$$w(R)=\int_0^R\frac{r^2dr}{Q(r)^2}\equiv I.$$

Poisson's equation at the edge reads $v'(R)=-2v(R)/R$. Therefore

$$L=\frac{Rv'(R)}{v(R)}+\frac{1}{R\,v(R)^2I}=-2+\frac{R^3}{q^2I}.$$

Insert $L+2=R^3/(q^2I)$ into $\alpha=R^3[1-3/(L+2)]$:

$$\alpha=R^3-3q^2I=3\int_0^Rr^2\left[1-\frac{q^2}{Q^2}\right]dr.$$

Inside the ion $Q$ falls from $Z$ to $q$, so the bracket lies between 0 and 1. This proves $0<\alpha<R^3$. $\square$

The upper bound is the polarizability of a conducting sphere of radius $R$.

## Remarks on meaning and limits

**Field at the nucleus.** For the ion the properly scaled solution is $u=cu_0$. At the edge $u(R)=-FR\cdot3/(L+2)=-3Fq^2I/R^2$, while $u_0(R)=-qI/R^2$. So $c=3Fq$, and near the nucleus $u\simeq-F(q/Z)r$: the nucleus feels the field $Fq/Z$. Force balance requires this. The applied force $-NF$ on the electrons must be cancelled by the pull of the nucleus, so the nucleus receives $ZF-NF=qF$ in total.

**Where linear response fails.** In the confined neutral atom $u(R)\simeq-FR/2$ at large $R$. This must be small compared with $\phi(R)$, which requires

$$F\ll\frac{81\pi^2}{4R^5}.$$

The allowed field shrinks to zero as $R$ grows, so the law $\alpha(R)/R^3\to\tfrac12$ requires $F\to0$ to be taken before $R\to\infty$. At fixed $F$ the ratio $p/(FR^3)$ tends to zero instead, because $N$ electrons inside the ball cannot produce a dipole moment larger than $NR$. At any finite $F$ a uniform field extending to infinity lowers the electron energy without bound on one side, and there is no true ground state. For an ion with $F\ll q/R^2$ a barrier separates the ion from that region, and $\alpha$ describes the locally confined state.

**Origin of the divergence.** The neutral density falls only as $n\to243\pi/(8r^6)$, and $\kappa$ only as $9/(2\pi r^2)$. This is a property of the model: a bound atom in quantum mechanics has an exponentially decaying density, and the divergence should not be carried over to it.

**Few electrons, $N\ll Z$.** Now $Q-q\ll q$, so $1-q^2/Q^2\simeq2(Q-q)/q$. With $Q-q=\int_r^R4\pi s^2n\,ds$ and the order of integration exchanged,

$$\alpha\simeq\frac6q\int_0^R4\pi s^2n(s)\,\frac{s^3}{3}\,ds=\frac2q\int n\,r^3\,d^3r.$$

To leading order the electrons respond to the bare applied field.

**Weak ionization, $q\ll Z$.** If $\chi(x)$ solves the scaled equation, so does $s^3\chi(sx)$, since both sides acquire the factor $s^5$. With $x_0=R/b$, the choice $s=x_0$ moves the edge to 1. The edge slope then has magnitude $k=x_0^3q/Z$, and

$$R^3q=b^3Zk=\frac{9\pi^2}{128}\,k.$$

As $x_0\to\infty$ the rescaled profile should approach the one that behaves as $144/x^3$ near the origin. This convergence is not proved here, but it is supported numerically. It makes $k$ and $\alpha/R^3$ constants, with computed limits $R^3q\to743.4$ and $\alpha/R^3\to0.4283$. Hence

$$\alpha q\to C\approx743.4\times0.4283\approx318.4\ e\,\text{bohr}^3,$$

independent of $Z$. As a check, an ion was integrated inward from an edge slope $k$ set a fraction $10^{-5}$ below the computed limit, so its $R^3q$ is an input. It comes out with $q/Z\approx7\times10^{-22}$, which supports that limit, and its $\alpha/R^3$ from the dipole equation gives $\alpha q=318.4$. The ratio $0.4283$ differs from the $\tfrac12$ of part (a) because the ion's density vanishes at its edge, whereas the neutral density is merely prevented from responding beyond $R$. In the limiting ion profile $P=18\sqrt g$ falls from 18 near the origin to zero at the edge. For $P<18$ the rate $r\,dL/dr=2+P-L-L^2$ is negative at $L=4$, so $L$ ends below 4 and $(L-1)/(L+2)$ below $\tfrac12$.

## Worked example: $Z=50$

The length unit is $b=0.2403$ bohr. For the neutral atom:

| $R$ (bohr) | $P$ | $L$ | $\alpha(R)/R^3$ |
|---|---|---|---|
| 10 | 12.79 | 3.321 | 0.436 |
| 100 | 16.92 | 3.867 | 0.489 |
| 1000 | 17.81 | 3.977 | 0.498 |
| 10000 | 17.97 | 3.996 | 0.500 |

At $R=10$ bohr the arithmetic is $1000\times2.3213/5.3213=436.2$ bohr³. Solving the integral equation for the confined charge gives the same value to these digits. From 1000 to 10000 bohr the deficit $18-P$ falls from 0.190 to 0.032, a factor of 5.9, as expected from $10^{\sigma}$.

For the ions:

| $q$ | $R$ (bohr) | $\alpha$ (bohr³) | $\alpha/R^3$ | $\alpha q$ ($e$ bohr³) |
|---|---|---|---|---|
| 1 | 6.049 | 73.65 | 0.333 | 73.7 |
| 2 | 4.337 | 25.20 | 0.309 | 50.4 |
| 5 | 2.637 | 4.861 | 0.265 | 24.3 |
| 10 | 1.676 | 1.023 | 0.217 | 10.2 |
| 25 | 0.709 | 0.0430 | 0.120 | 1.07 |

For $q=1$, $\alpha=0.3328\times(6.0486)^3\approx73.65$ bohr³, or 10.91 Å³. These are values of the model, which has no shell structure, and not predictions for a real ion.

Even at $q=1$, $\alpha q$ is only 23% of $C$. Most of the shortfall lies in the radius: $R^3q\approx221$, against the limit 743, while $\alpha/R^3$ has reached 78% of its limit. The weak-ionization law is therefore a poor estimate here. This fits the slow $x^{-\sigma}$ approach to the tail: at 10 bohr, beyond the edge of this ion, the neutral $P$ is still 12.8 instead of 18.

The ion with $q=25$ was also solved self-consistently, without linearization, in a field of 0.994 hartree/($e$ bohr), which is 2% of $q/R^2$. The chemical potential was held at its zero-field value, and the electron number came out as 25.0012 instead of 25 (25.0013 on a finer radial grid); this excess grows as $F^2$. The resulting $p/F=0.04299$ bohr³ differs from the linear value $0.04296$ bohr³ by 0.07% of the latter. This difference also grows as $F^2$, and it drops to about 0.04% if $N$ rather than $\mu$ is held fixed. The field at the nucleus is $0.49998F$, against the predicted $F/2$; force balance with $N=25.0012$ gives $(Z-N)/Z=0.49998$. On the finer grid both numbers become $0.49997$, so the last digit is uncertain by one unit. The numerical output follows.

## Computed values

```
nuclear charge Z = 50 e
Thomas-Fermi length b = 0.24032 bohr
neutral slope chi'(0), inward integration = -1.588071 (dimensionless)
neutral slope chi'(0), outward shooting = -1.588071 (dimensionless)
tail correction exponent sigma = 0.7720 (dimensionless)
neutral atom, response confined to r<R:
R [bohr], r^2*coefficient, L regular, L translation, alpha [bohr^3], alpha/R^3
10, 12.7869, 3.3213, -4.4253, 436.23, 0.4362
100, 16.9163, 3.8665, -4.8875, 4.8863e+05, 0.4886
1000, 17.8096, 3.9768, -4.9805, 4.9806e+08, 0.4981
10000, 17.9676, 3.9961, -4.9967, 4.9967e+11, 0.4997
alpha(R=10 bohr) from integral equation = 436.229 bohr^3
positive ions:
q [e], R [bohr], alpha [bohr^3], alpha/R^3, alpha*q [e bohr^3]
1, 6.0486, 73.654, 0.3328, 73.6536
2, 4.3367, 25.203, 0.3090, 50.4054
5, 2.6368, 4.8613, 0.2652, 24.3066
10, 1.6758, 1.0232, 0.2174, 10.2322
25, 0.7094, 0.042962, 0.1204, 1.0741
alpha for q=1 = 10.9143 cubic angstrom
limit of R^3*q for q/Z->0 = 743.3765 e bohr^3
limit of alpha/R^3 for q/Z->0 = 0.42830 (dimensionless)
limit C of alpha*q for q/Z->0 = 318.3874 e bohr^3
nearly neutral ion: q/Z = 7.28e-22, alpha*q = 318.3836 e bohr^3
finite-field test, q=25: field = 0.9936 hartree/(e bohr)
finite-field test, q=25: electrons = 25.0012
finite-field test, q=25: alpha = 0.042993 bohr^3
linear formula, q=25: alpha = 0.042962 bohr^3
finite-field test, q=25: field at nucleus / F = 0.49998
```
